# The Thermal-Conductivity Peak of a Dielectric: Sample Size and Isotope Disorder

## Problem

A dielectric crystal conducts heat through phonons. Treat it as an isotropic Debye solid with three acoustic branches of common speed $v$ and Debye temperature $\Theta$. A phonon of angular frequency $\omega$ loses its momentum at the rate $\Gamma=\Gamma_B+\Gamma_I+\Gamma_U$, with

$$
\Gamma_B=\frac vL,\qquad \Gamma_U=B\omega^2T\,e^{-\Theta/(bT)},
$$

and $\Gamma_I$ due to isotopes. Here $L$ is the mean free path set by diffusely scattering walls, comparable to the sample width. The umklapp rate is a model form. Its exponential reflects the scarcity of phonons energetic enough for umklapp, and $B$ and $b$ are parameters. Isotope disorder is measured by $g=\langle(\Delta M)^2\rangle/M^2$, where $\Delta M$ is the deviation of an atom's mass from the mean $M$.

(a) For $g=0$, estimate the temperature of the conductivity maximum from the crossing $\Gamma_B=\Gamma_U$. How far is the true maximum from it?

(b) How do the height $\kappa_{\max}$ and position $T_p$ of the maximum change with $L$ and $g$?

Use $v=3000$ m/s, $\Theta=300$ K, $b=3$, $B=5\times10^{-19}$ s/K and $L=1$ mm. These are round model parameters, not those of a particular material.

## Solution

### The conductivity

A mode with $x=\hbar\omega/(k_BT)$ has heat capacity

$$
k_B\frac{x^2e^x}{(e^x-1)^2}=k_B\,h(x),\qquad h(x)=\left[\frac{x/2}{\sinh(x/2)}\right]^2 .
$$

In the relaxation-time approximation it contributes $k_Bh\,v_x^2/\Gamma$ to the conductivity, per unit volume. Isotropy replaces $v_x^2$ by $v^2/3$, and the three branches together have $3\omega^2/(2\pi^2v^3)$ modes per unit volume and frequency. Hence

$$
\kappa=\frac{k_B}{2\pi^2v}\int_0^{\omega_D}\frac{\omega^2h}{\Gamma}\,d\omega,\qquad \omega_D=\frac{k_B\Theta}{\hbar}. \tag{1}
$$

Normal processes, which conserve crystal momentum, are left out. When they are faster than the resistive processes, they couple the modes and (1) needs correction.

### The isotope rate

To first order in $\Delta M_i$, the kinetic energy $p_i^2/2M_i$ gives the perturbation $H'=-\sum_i\Delta M_i\,p_i^2/(2M^2)$. For $N$ atoms, each mode enters $\mathbf p_i$ with amplitude $\sqrt{\hbar M\omega/2N}$ and unit polarization vector $\mathbf e$. The two cross terms in $p_i^2$ turn a phonon $\mathbf q$ into $\mathbf q'$ of equal frequency, with matrix element of magnitude

$$
\frac{\hbar\omega}{2N}\left|\sum_i\frac{\Delta M_i}{M}\,\mathbf e\cdot\mathbf e'^{*}\,e^{i(\mathbf q-\mathbf q')\cdot\mathbf R_i}\right| .
$$

For independent random masses, the average square of the sum is $Ng|\mathbf e\cdot\mathbf e'^{*}|^2$. Adding the three degenerate final polarizations gives $\sum|\mathbf e\cdot\mathbf e'^{*}|^2=1$. Let $\rho(\omega)$ be the density of states per atom and branch. The golden rule then yields

$$
\Gamma_I=\frac{2\pi}{\hbar}\,\frac{\hbar^2\omega^2}{4N^2}\,Ng\,\frac{N\rho}{\hbar}=\frac{\pi}{2}g\omega^2\rho .
$$

Occupation factors do not alter this. The net flow between two modes is proportional to $n(n'+1)-n'(n+1)=n-n'$, and the return flow cancels because the heat-carrying deviation is odd in $\mathbf q'$. With $V_0$ the volume per atom, $\rho=V_0\omega^2/(2\pi^2v^3)$, so

$$
\Gamma_I=\frac{V_0g}{4\pi v^3}\,\omega^4 .
$$

Each branch has one mode per atom, which fixes $V_0=6\pi^2(v/\omega_D)^3=2.64\times10^{-29}$ m³.

### (a) Crossing and maximum at one frequency

When walls dominate, $\Gamma$ is constant and the integrand of (1) is proportional to $x^2h\propto x^4/\sinh^2(x/2)$. Its logarithmic derivative, $4/x-\coth(x/2)$, vanishes at $x_d=4\tanh(x_d/2)$, so $x_d=3.83$. The estimate assigns every phonon the rate at $\omega_d=x_dk_BT/\hbar$.

Define $u=\Theta/(bT)$. Then

$$
\frac{\Gamma_U}{\Gamma_B}=\frac{G}{u^3e^u},\qquad G=\frac{LBx_d^2}{v}\left(\frac{k_B}{\hbar}\right)^2\left(\frac{\Theta}{b}\right)^3 .
$$

The rates cross when $u^3e^u=G$. Taking the cube root and dividing by 3 gives $(u/3)e^{u/3}=G^{1/3}/3$. The Lambert function $W_0$, defined by $W_0(z)e^{W_0(z)}=z$, solves this:

$$
u_c=3W_0\!\left(\frac{G^{1/3}}{3}\right).
$$

Here $G=4.19\times10^4$ and $u_c=5.52$. With $\Theta/b=100$ K, the crossing is at $T_c=100/5.52=18.1$ K.

For the maximum itself, take $\Gamma$ outside the integral in (1). Since $\Theta/T$ is large, the upper limit can be set to infinity. Integration by parts gives $\int_0^\infty x^2h\,dx=4\int_0^\infty x^3/(e^x-1)\,dx=4\pi^4/15$, and therefore

$$
\kappa_1=\frac{2\pi^2}{15}\frac{k_B}{v}\left(\frac{k_BT}{\hbar}\right)^3\frac1{\Gamma(\omega_d)} .
$$

At fixed $x$, $\Gamma_B$ is constant, $\Gamma_I\propto T^4$ and $\Gamma_U\propto T^3e^{-u}$. Because $du/d\ln T=-u$, the logarithmic slope of $\Gamma_U$ is $3+u$. Setting $d\ln\kappa_1/d\ln T=0$ gives

$$
3(\Gamma_B+\Gamma_I+\Gamma_U)=4\Gamma_I+(3+u)\Gamma_U
\quad\Longrightarrow\quad 3\Gamma_B=\Gamma_I+u\Gamma_U. \tag{2}
$$

For $g=0$ the maximum lies at $\Gamma_U/\Gamma_B=3/u$, which differs from the crossing unless $u=3$. Inserting the rate ratio gives $u^2e^u=G/3$. The square root, divided by 2, reads $(u/2)e^{u/2}=\tfrac12\sqrt{G/3}$, so

$$
u_p=2W_0\!\left(\tfrac12\sqrt{G/3}\right)=5.971,\qquad T_p=\frac{100\ \text{K}}{5.971}=16.75\ \text{K}.
$$

The rate ratio there is $3/5.97=0.50$. The total rate is $\Gamma_B(1+3/u)$, so the height is $u/(u+3)$ times the wall-limited value at the same temperature. This gives $1.42\times10^4$ W/(m K).

Numerical maximization of (1) gives 16.67 K and $1.26\times10^4$ W/(m K). Relative to this full-spectrum result, the crossing temperature is 9% too high and the one-frequency height 12% too high. The temperature errors depend on $L$, while the height error stays near 12% from 0.1 to 10 mm. The one-frequency peak temperature is 0.5% too high at 1 mm, 2% too low at 0.1 mm and 1.5% too high at 10 mm. At 0.1 mm the crossing, one-frequency and full-spectrum temperatures are 24.4, 23.2 and 23.6 K; at 10 mm they are 14.1, 12.9 and 12.7 K.

### (b) The condition for the full spectrum

Let $\langle\cdots\rangle$ be the average over frequency weighted by the integrand of (1). Define the scattering shares $p_j=\langle\Gamma_j/\Gamma\rangle$ for $j=B,I,U$, so that $p_B+p_I+p_U=1$. In the variable $x$,

$$
\kappa\propto T^3\int_0^{\Theta/T}\frac{x^2h(x)}{\Gamma}\,dx .
$$

For $T\ll\Theta$ the moving upper limit contributes negligibly. With the slopes at fixed $x$ found above,

$$
\frac{\partial\ln\kappa}{\partial\ln T}=3-4p_I-(3+u)p_U .
$$

At the maximum this vanishes. Replacing 3 by $3(p_B+p_I+p_U)$ gives

$$
3p_B=p_I+u\,p_U , \tag{3}
$$

which is (2) with rates replaced by shares. No dominant frequency has been assumed.

### Height

Along the line of maxima, $\kappa_{\max}$ changes both directly with $L$ or $g$ and through $T_p$. The second change vanishes to first order because $\partial\kappa/\partial T=0$. Since $\Gamma_B\propto1/L$ and $\Gamma_I\propto g$,

$$
\frac{d\ln\kappa_{\max}}{d\ln L}=p_B,\qquad \frac{d\ln\kappa_{\max}}{d\ln g}=-p_I .
$$

The vanishing slope also gives $p_U=(3-4p_I)/(3+u)$. Therefore

$$
p_B=1-p_I-\frac{3-4p_I}{3+u}=\frac{u-(u-1)p_I}{u+3}. \tag{4}
$$

In a pure crystal the local size exponent is $u/(u+3)$. At 1 mm, $u=6.00$ and the exponent is $6/9=0.67$. The exponent falls short of 1 by the umklapp share $p_U=3/(u+3)$: enlarging the crystal lowers only the wall rate and leaves the umklapp rate unchanged.

Since $p_U\ge0$, a maximum requires $p_I\le3/4$. For $u>1$, (4) then gives $p_B\ge1/4$.

### Strong isotope disorder

First remove umklapp scattering. Then

$$
\Gamma=\frac vL\left[1+\left(\frac{\omega}{\omega_0}\right)^4\right],\qquad \omega_0^4=\frac{4\pi v^4}{LV_0g} .
$$

At every $\omega$, $h$ rises with $T$ while $\Gamma$ stays fixed, so $\kappa$ rises steadily and has no maximum. If $\omega_0\ll k_BT/\hbar$ and $\omega_0\ll\omega_D$, then to leading order $h$ can be set to 1 and the upper limit to infinity. The integral needed is $J=\int_0^\infty y^2/(1+y^4)\,dy$. The substitution $y\to1/y$ turns it into $\int_0^\infty dy/(1+y^4)$. Averaging the two forms and setting $s=y-1/y$ gives

$$
J=\frac12\int_0^\infty\frac{1+y^{-2}}{y^2+y^{-2}}\,dy=\frac12\int_{-\infty}^{\infty}\frac{ds}{s^2+2}=\frac{\pi}{2\sqrt2}.
$$

The conductivity therefore approaches the plateau

$$
\kappa_P=\frac{k_BL\omega_0^3}{2\pi^2v^2}\,J=\frac{k_BL\omega_0^3}{4\sqrt2\,\pi v^2}\propto L^{1/4}g^{-3/4}.
$$

Now restore umklapp. Because $h\le1$ and $\Gamma_U\ge0$, $\kappa_{\max}<\kappa_P$. Conversely, at any fixed $T$, increasing $g$ lowers $\omega_0$. Umklapp scattering at $\omega_0$, proportional to $\omega_0^2$, then becomes negligible beside $v/L$, and $\kappa(T)/\kappa_P\to1$. The maximum lies between $\kappa(T)$ and $\kappa_P$, so $\kappa_{\max}/\kappa_P\to1$ as well. The limiting exponents are $1/4$ for size and $-3/4$ for isotope disorder.

The limit is approached slowly, because the integrand of $J$ falls only as $1/y^2$. Since $\int_0^\infty(1-h)x^{-2}dx=\tfrac12$, the factor $h<1$ alone lowers $\kappa/\kappa_P$ by about $\hbar\omega_0/(2Jk_BT)=0.45\,\hbar\omega_0/k_BT$ when $k_BT\gg\hbar\omega_0$. The Debye cutoff alone lowers it by about $\omega_0/(J\omega_D)$. At $g=10^{-3}$ and 1 mm, even without umklapp, $\kappa/\kappa_P$ is 0.68 at 22.3 K and saturates at 0.94. At 1 mm, $\kappa_{\max}/\kappa_P$ is still 0.79 at $g=10^{-2}$; at fixed $g=10^{-3}$, enlarging the crystal to $L=10$ cm brings it only to 0.80. At $g=10^{-3}$ and 1 mm, the peak is 832 W/(m K) against a bound of 1336 W/(m K), and the exponents are 0.32 and $-0.61$.

### Position

For a pure crystal at one frequency, the logarithm of $u^2e^u=G/3$ gives $(1+2/u)\,du=d\ln L$. As $T_p\propto1/u$,

$$
\frac{d\ln T_p}{d\ln L}=-\frac1{u+2}.
$$

This is $-0.125$ at 1 mm; the full spectrum gives $-0.132$. The peak moves slowly because a small change in temperature changes the umklapp rate strongly.

For the full spectrum with isotopes, write $t=\ln T$ and $S=\ln\kappa$. Differentiating $\partial S/\partial t=0$ along the line of maxima, with $\partial S/\partial\ln L=p_B$ and $\partial S/\partial\ln g=-p_I$, gives

$$
\frac{d\ln T_p}{d\ln L}=-\frac{\partial p_B/\partial t}{\partial^2S/\partial t^2},\qquad
\frac{d\ln T_p}{d\ln g}=\frac{\partial p_I/\partial t}{\partial^2S/\partial t^2}.
$$

The denominator is negative at a maximum. Isotopes therefore raise $T_p$ if their share falls with temperature there.

To find when this happens, let $D=\partial\ln\Gamma/\partial t$ at fixed $x$ and $a=\Gamma_I/\Gamma$. The share is

$$
p_I=\frac{\int x^2h\,\Gamma_I\Gamma^{-2}dx}{\int x^2h\,\Gamma^{-1}dx}.
$$

The numerator changes through $\Gamma_I\propto T^4$ and $\Gamma^{-2}$, the denominator through $\Gamma^{-1}$. At the maximum $\langle D\rangle=3$, so

$$
\frac{\partial p_I}{\partial t}=\langle a(4-2D)\rangle+p_I\langle D\rangle=7p_I-2\langle aD\rangle .
$$

With one frequency, $D=3$ and the derivative is $+p_I$, so isotopes would lower $T_p$. In a spectrum, the phonons that isotopes scatter most can have a larger $D$ than the average. If the mean of $D$ weighted by $a$ exceeds $7/2$, the sign reverses.

It does so at every nonzero $g$ computed at 1 mm. The peak moves up from 16.7 K at $g=0$ to 22.3 K at $g=10^{-3}$, where the one-frequency estimate gives 6.5 K. That estimate ties the phonon frequency to $T$, so its isotope rate grows as $T^4$. In the spectrum the isotope rate at each fixed $\omega$ does not depend on $T$, so $\kappa$ keeps rising until umklapp intervenes. At this peak about three quarters of the heat is carried below $2\omega_0$, with $\hbar\omega_0/k_B=19$ K, well below $\hbar\omega_d/k_B=3.83\times22.3\ \text{K}=85$ K.

### A few cases

These are full-spectrum results. The last column is also the local exponent of $\kappa_{\max}$ in $L$.

| $L$ (mm) | $g$ | $T_p$ (K) | $\kappa_{\max}$ (W/(m K)) | $p_B$ |
|---:|---:|---:|---:|---:|
| 0.1 | 0 | 23.6 | 2970 | 0.586 |
| 1 | 0 | 16.7 | 12600 | 0.667 |
| 10 | 0 | 12.7 | 62800 | 0.724 |
| 1 | $10^{-5}$ | 18.3 | 7220 | 0.495 |
| 1 | $10^{-4}$ | 20.0 | 2960 | 0.385 |
| 0.1 | $10^{-3}$ | 31.8 | 400 | 0.318 |
| 1 | $10^{-3}$ | 22.3 | 832 | 0.316 |
| 10 | $10^{-3}$ | 16.9 | 1700 | 0.303 |

Going from 1 to 10 mm multiplies the pure peak by $62800/12600=5.0$, but the peak at $g=10^{-3}$ by $1700/832=2.0$. At 1 mm, $g=1.6\times10^{-5}$ is enough to halve the pure peak.

The numerical check checks (1) against an explicit sum over modes, the golden rule against exact reflection from a mass defect in a chain, and the exponents against maxima located at shifted $L$ and $g$. These checks concern the model. They do not establish the assumed umklapp law or the neglect of normal processes for a real crystal. The rise of $T_p$ with $g$ depends on that neglect. In Callaway's model with a normal rate $B_N\omega^2T^3$ and $B_N=10^{-22}$ s/K³, about $8\Gamma_B$ at $\omega_d$ at the pure peak, the 1 mm peak moves down from 15.6 K at $g=0$ to 14.1 K at $g=10^{-4}$. When normal processes dominate, $\kappa\propto T^3/\bar\Gamma$, with $\bar\Gamma$ the average of $\Gamma$ weighted by $x^2h$. The isotope part of $\bar\Gamma$ grows as $T^4$, as in the one-frequency estimate, and the peak falls from 15.5 K at $g=0$ to 4.0 K and 72 W/(m K) at $g=10^{-3}$.

## Values computed for the example and the checks

```
sound speed v = 3000 m/s
Debye temperature = 300 K; b = 3
umklapp coefficient B = 5.0e-19 s/K
volume per atom V0 = 2.639e-29 m^3
dominant x_d = 3.8300
reference L = 1.0 mm; v/L = 3.000e+06 1/s
G at reference L = 4.1905e+04
crossing: u = 5.519, T = 18.12 K
one-frequency kappa at crossing = 13476 W/(m K)
one-frequency peak: u = 5.971, T = 16.75 K
one-frequency peak rate ratio U/B = 0.502
one-frequency peak height = 14165 W/(m K)
one-frequency exponents: height 0.666, T -0.125
full-spectrum peak: u = 5.998, T = 16.67 K
full-spectrum peak height = 12612 W/(m K)
mode sum / integral at 17 K = 0.99918
Pure crystal, temperatures in K:
L=0.1 mm: crossing 24.36, one-freq 23.16, full 23.64
L=1.0 mm: crossing 18.12, one-freq 16.75, full 16.67
L=10.0 mm: crossing 14.13, one-freq 12.90, full 12.71
Pure crystal, full-spectrum height and local L exponents:
L=0.1 mm: 2966 W/(m K); height 0.586, T -0.174
L=1.0 mm: 12612 W/(m K); height 0.667, T -0.132
L=10.0 mm: 62759 W/(m K); height 0.724, T -0.105
Isotope scan at L = 1 mm, full spectrum:
g=0e+00: T=16.67 K, kappa=12612 W/(m K)
g=1e-06: T=17.16 K, kappa=11098 W/(m K)
g=1e-05: T=18.27 K, kappa=7224 W/(m K)
g=1e-04: T=20.03 K, kappa=2958 W/(m K)
g=1e-03: T=22.28 K, kappa=832 W/(m K)
Shares p_B, p_I, p_U and d ln T_peak/d ln g:
g=0e+00: 0.667, 0.000, 0.333; 0.0000
g=1e-06: 0.606, 0.098, 0.295; 0.0186
g=1e-05: 0.495, 0.286, 0.219; 0.0349
g=1e-04: 0.385, 0.481, 0.135; 0.0439
g=1e-03: 0.316, 0.609, 0.075; 0.0479
g that halves the pure peak at 1 mm = 1.557e-05
Size scan at g = 1e-3, full spectrum, local L exponents:
L=0.1 mm: T=31.80 K, 400 W/(m K); height 0.318, T -0.178
L=1.0 mm: T=22.28 K, 832 W/(m K); height 0.316, T -0.134
L=10.0 mm: T=16.93 K, 1699 W/(m K); height 0.303, T -0.106
g=1e-3, L=1 mm: hbar w0/kB = 19.04 K
g=1e-3, L=1 mm: plateau bound = 1336 W/(m K)
g=1e-3, L=1 mm: one-frequency peak T = 6.54 K
```
